# Critical Capacitance for Hopf Instability of a Self-Heating Threshold Switch

## Definitions and balance equations

A threshold switch has voltage $V$ across it and a single temperature $T$. Its current $I(V,T)$ is a smooth function of both. A capacitance $C$ lies in parallel with it, and a constant source $V_s$ feeds the pair through a load resistor $R_L=1/G_L$. The switch has heat capacity $K$ and loses heat to surroundings at $T_0$ through a thermal resistance $R_{th}=1/\Gamma$. Equations are in SI form. Conservation of charge and of energy gives

$$C\frac{dV}{dt}=G_L(V_s-V)-I(V,T), \tag{1}$$

$$K\frac{dT}{dt}=V\,I(V,T)-\Gamma(T-T_0). \tag{2}$$

The model assumes uniform temperature, constant $K$ and $\Gamma$, and a current that follows $V$ and $T$ without delay. Two slopes of the current are needed:

$$g=\left(\frac{\partial I}{\partial V}\right)_T>0,\qquad a=\left(\frac{\partial I}{\partial T}\right)_V>0. \tag{3}$$

Here $g$ is the differential conductance at frozen temperature, and $a>0$ says that heating increases the current. We take $V,I>0$. At an operating point both right-hand sides vanish.

## Static negative resistance

If the source is changed slowly, the heat balance $VI=\Gamma(T-T_0)$ holds throughout. Its differential is $V\,dI+I\,dV=\Gamma\,dT$. Substituting $dT$ into $dI=g\,dV+a\,dT$ gives

$$dI=g\,dV+\frac{a}{\Gamma}(V\,dI+I\,dV).$$

Collecting $dI$ on the left and multiplying by $\Gamma$ gives the static differential conductance

$$G_d=\frac{dI}{dV}=\frac{g\Gamma+aI}{\Gamma-aV},\qquad R_d=\frac1{G_d}. \tag{4}$$

The numerator is positive, so $G_d<0$ if and only if $aV>\Gamma$. At fixed voltage, a temperature rise $\theta$ adds heating $aV\theta$ and loss $\Gamma\theta$. The negative branch therefore consists of the points that would run away thermally at fixed voltage. Where $aV=\Gamma$, $dV/dI=0$; at the low-temperature end of the negative branch this marks the threshold voltage.

## Linearization and the load-line condition

From here $V,I,T$ denote operating values, and $v,\theta$ are small deviations of voltage and temperature. The current changes by $gv+a\theta$, and the Joule power by $Iv+V(gv+a\theta)$. Equations (1) and (2) become

$$C\dot v=-(G_L+g)v-a\theta, \tag{5}$$

$$K\dot\theta=(I+gV)v+(aV-\Gamma)\theta. \tag{6}$$

After division by $C$ and $K$, the matrix of this system has trace

$$\mathcal T=-\frac{G_L+g}{C}+\frac{aV-\Gamma}{K}. \tag{7}$$

Its determinant $\Delta$ satisfies

$$\begin{aligned}CK\Delta&=-(G_L+g)(aV-\Gamma)+a(I+gV)\\&=G_L(\Gamma-aV)+g\Gamma+aI\\&=(\Gamma-aV)(G_L+G_d).\end{aligned} \tag{8}$$

In the second line $-gaV$ cancels $+agV$; the third uses (4).

The eigenvalues solve $\lambda^2-\mathcal T\lambda+\Delta=0$. Both have negative real parts if and only if $\mathcal T<0$ and $\Delta>0$. On the positive branch, $aV<\Gamma$, both conditions hold for every $C$. On the negative branch the first factor in (8) is negative, so $\Delta>0$ requires $G_L<|G_d|$, or

$$R_L>|R_d|. \tag{9}$$

This is what load-line stability means here. If $R_L<|R_d|$, then $\Delta<0$, the eigenvalues are real with opposite signs, and the point is a saddle whatever the capacitance. Condition (9) excludes that escape, but it leaves the sign of the trace open.

## Critical capacitance

Let $aV>\Gamma$ and let (9) hold. As $C$ grows, the negative term in (7) shrinks while the heating term stays fixed. The trace vanishes at

$$\boxed{C_c=K\,\frac{G_L+g}{aV-\Gamma}} \tag{10}$$

The point is stable for $C<C_c$ and unstable for $C>C_c$. Equation (10) equates two times:

$$\frac{C_c}{G_L+g}=\frac{K}{aV-\Gamma}. \tag{11}$$

By (5), the left side is the voltage relaxation time at frozen temperature. By (6), the right side is the growth time of a temperature error at frozen voltage. The load suppresses runaway by lowering the voltage when the current rises, and a large capacitor delays this correction.

The limit $C\to0$ shows the correction acting without delay. Then (5) gives $v=-a\theta/(G_L+g)$, and (6), with (8), becomes

$$\dot\theta=-\gamma_0\theta,\qquad \gamma_0=\frac{aV-\Gamma}{K}\,\frac{|G_d|-G_L}{G_L+g}. \tag{12}$$

The temperature relaxes, although it would run away at fixed voltage.

At $C=C_c$ the eigenvalues are $\pm i\omega_c$ with $\omega_c^2=\Delta$. Inserting (10) into (8) gives

$$\omega_c^2=\frac{(aV-\Gamma)(|G_d|-G_L)}{C_cK}=\left(\frac{aV-\Gamma}{K}\right)^2\frac{|G_d|-G_L}{G_L+g}, \tag{13}$$

which is positive by (9). Near $C_c$ the pair stays complex, with real part $\sigma=\mathcal T/2$, so

$$\left.\frac{d\sigma}{dC}\right|_{C_c}=\frac{G_L+g}{2C_c^2}>0. \tag{14}$$

The pair thus crosses the imaginary axis at nonzero frequency and nonzero speed.

## The small cycle and its stability

To see that this crossing creates a periodic orbit, start at the operating voltage with a temperature excess $A>0$. Let $P(A,C)$ be the excess when the orbit has made one turn and again crosses that voltage in the same direction. Define $D(A,C)=P/A-1$. Closed orbits have $D=0$. Dividing both deviations by $A$ gives equations that remain smooth at $A=0$, where they reduce to (5) and (6). Since $\dot v=-a\theta/C\neq0$ at the starting point, the return is smooth as well.

For the linear spiral one turn takes $2\pi/|\mathrm{Im}\,\lambda|$, so

$$D(0,C)=e^{2\pi\sigma/|\mathrm{Im}\,\lambda|}-1,\qquad \left.\frac{\partial D}{\partial C}\right|_{0,C_c}=\frac{2\pi}{\omega_c}\frac{d\sigma}{dC}>0. \tag{15}$$

The implicit function theorem then gives one capacitance $C(A)$ for each small $A$ at which the orbit closes. This is the Hopf bifurcation.

The term linear in $A$ is absent from $C(A)$. The same closed orbit also crosses the operating voltage on the cold side, at excess $-A'$ with $A'=A+O(A^2)$. Both crossings belong to one value of $C$. A term $c_1A$ would therefore have to equal $-c_1A$ to first order, which forces $c_1=0$. Hence

$$C(A)=C_c+\kappa A^2+O(A^3). \tag{16}$$

For fixed $C$ near $C_c$, (15) gives $D\approx(2\pi/\omega_c)(d\sigma/dC)[C-C(A)]$. If $\kappa>0$, a cycle exists just above $C_c$. Larger orbits shrink and smaller ones grow, so the cycle is stable and its amplitude rises continuously from zero: a soft onset. If $\kappa<0$, the cycle exists just below $C_c$ and is unstable: a hard onset. The linear formula (10) does not determine the sign of $\kappa$, which also depends on the second and third derivatives of $I(V,T)$.

## Limits and the ohmic case

Keep the operating point fixed and vary $R_L$, adjusting $V_s$ accordingly. Then $G_L$ lies between zero and $|G_d|$, and (10) gives

$$\frac{Kg}{aV-\Gamma}<C_c<\frac{K(g+|G_d|)}{aV-\Gamma}. \tag{17}$$

The lower limit belongs to a current source. Less load conductance means slower discharge at frozen temperature, so less capacitance is needed for instability. At the upper limit, $R_L\to|R_d|$, the frequency (13) goes to zero. Both eigenvalues vanish at the end point, and the Hopf argument no longer applies there.

If the operating point instead approaches the threshold from the negative branch at fixed $R_L$, then $aV-\Gamma\to0$ and $C_c\to\infty$. Thermal runaway becomes slow, and even a slow electrical correction can stop it.

A second case is an ohmic, thermally activated switch, $I=G_0V e^{-E/kT}$. With $G=I/V$, we have $g=G$ and $a=IE/(kT^2)$. The heat balance gives $\Gamma=VI/(T-T_0)$, hence

$$s\equiv\frac{aV}{\Gamma}=\frac{E(T-T_0)}{kT^2},\qquad C_c=\frac{K}{\Gamma}\,\frac{G_L+G}{s-1}. \tag{18}$$

Negative resistance needs $s>1$, or $kT^2-ET+ET_0<0$. This has solutions only if $E>4kT_0$, and they lie between

$$T_\pm=\frac{E}{2k}\left(1\pm\sqrt{1-\frac{4kT_0}{E}}\right). \tag{19}$$

With a smaller activation energy, this ohmic model has neither a negative branch nor a Hopf instability.

## A niobium dioxide switch

The example uses rough typical parameters for a niobium dioxide threshold switch: a film 30 nm thick and 200 nm in diameter, relative permittivity $\epsilon_r=20$, activation energy $E=0.30$ eV, and conductivity prefactor 1000 S/cm. The volumetric heat capacity is 3.0 J/(cm³ K), $R_{th}=2.5\times10^5$ K/W, and $T_0=300$ K.

Carriers are released from charged traps. In a field $F$, the potential energy along the field is $-e^2/(4\pi\epsilon_0\epsilon_r x)-eFx$. Its maximum, at $x^2=e/(4\pi\epsilon_0\epsilon_rF)$, lies below zero by $e\sqrt{eF/(\pi\epsilon_0\epsilon_r)}$. With $F=V/d$, where $d$ is the film thickness, this Poole–Frenkel lowering is written $\beta\sqrt V$, and

$$I=G_0V\exp\left[-\frac{E-\beta\sqrt V}{kT}\right]. \tag{20}$$

Differentiating $\ln I$ gives

$$g=\frac IV\left(1+\frac{\beta\sqrt V}{2kT}\right),\qquad a=I\,\frac{E-\beta\sqrt V}{kT^2}. \tag{21}$$

The parameters give $G_0=104.7$ mS, $\beta=0.0980$ eV/V$^{1/2}$ and $K=2.827$ fJ/K. The static threshold is 1.13 V at 356 K. We choose an operating temperature of 500 K, for which the heat balance gives $V=0.942$ V and $I=0.849$ mA. The power, 0.800 mW, equals $4.00\ \mu\text{W/K}\times200$ K. The barrier is lowered by 0.095 eV, more than twice $kT$, so the field dependence cannot be dropped.

From (21), $g=1.896$ mS and $a=8.075\ \mu$A/K. Thus $aV=7.609\ \mu$W/K and $aV-\Gamma=3.609\ \mu$W/K. Equation (4) gives

$$G_d=-\frac{(1.896\times4.000+8.075\times0.849)\ \text{nA W/(V K)}}{3.609\ \mu\text{W/K}}=-4.00\ \text{mS},$$

or $R_d=-250\ \Omega$. The load is $R_L=1500\ \Omega$, with $V_s=2.216$ V. Along the static curve up to 1200 K, $|R_d|$ on the negative branch does not exceed about 338 Ω. Since $dV_s/dI=R_L+R_d$ stays positive, the load line meets the curve once in this range.

With $G_L=0.667$ mS, (10) gives

$$C_c=2.827\ \text{fJ/K}\times\frac{(0.667+1.896)\ \text{mS}}{3.609\ \mu\text{W/K}}=2.01\ \text{pF}. \tag{22}$$

The runaway time is 0.784 ns, and (13) gives

$$\omega_c=\frac{1}{0.784\ \text{ns}}\sqrt{\frac{4.001-0.667}{0.667+1.896}}=1.46\ \text{rad/ns},$$

a frequency of 232 MHz. At this operating point the limits in (17) are 1.49 and 4.62 pF.

Formulas (10) and (13) were compared with eigenvalues of a matrix obtained by finite differences from (1) and (2), at 400, 500 and 700 K and for $R_L/|R_d|=1.2$, 3 and 20. The largest relative differences were $1.5\times10^{-9}$ for $C_c$ and $2.3\times10^{-9}$ for $\omega_c$.

## Finite oscillations

Integrating the nonlinear equations gives closed orbits with $A=1$ K and 2 K at relative capacitance shifts $C/C_c-1=9.81\times10^{-6}$ and $3.91\times10^{-5}$. Their ratio, 3.98, agrees with the quadratic law (16). Both shifts are positive, so the onset is soft for these parameters.

These tiny shifts imply that the amplitude rises steeply. At $C=1.02\,C_c$, the quadratic law predicts $A=\sqrt{0.02/(9.81\times10^{-6})}\approx45$ K. This is the excess when the voltage passes its operating value, not the peak excess. At that moment $v=0$, and (6) gives $\dot\theta=\alpha A$ with $\alpha=(aV-\Gamma)/K=1.276$ ns$^{-1}$. A sinusoid of frequency $\omega_c$ has peak squared $\theta^2+(\dot\theta/\omega_c)^2$, so

$$\theta_{\max}=A\sqrt{1+\alpha^2/\omega_c^2}\approx1.33A\approx60\ \text{K}. \tag{23}$$

The predicted peak-to-peak swing is 120 K, and time integration also gives 120 K. The actual cycle is not symmetric. It passes the operating voltage at excesses of $+49$ K and $-41$ K, and its peaks lie at $+67$ K and $-53$ K. The values 45 K and 60 K are therefore averages of the hot and cold sides; the $A^3$ term in (16) shifts the hot crossing by about 10% at this amplitude. A capacitance only 2% above critical already produces a large temperature swing.

Below the boundary, at $0.98\,C_c$, a run started on a large cycle decayed to a swing of 0.02 K. No second, large oscillation was reached from that start. At $1.5\,C_c$ the temperature moves between 339 and 931 K and the voltage between 0.44 and 1.31 V. The voltage exceeds the static threshold because the heat balance that defines the static curve does not hold during the cycle. The period is 5.96 ns, compared with 4.32 ns at onset.

## Heat flow and circuit elements outside the lumped model

For signals proportional to $e^{i\omega t}$, let the switch have thermal admittance $Y(\omega)$, the power needed per unit temperature change. The lumped model has $Y=\Gamma+i\omega K$. The current amplitude is $i_1=gv+a\theta$, and the heat equation is $Y\theta=Vi_1+Iv$. Eliminating $\theta$ gives the electrical admittance

$$Y_d=\frac{i_1}{v}=\frac{gY+aI}{Y-aV}. \tag{24}$$

With electrode resistance $r$ and lead inductance $L$ in series with the switch, the boundary satisfies

$$G_L+i\omega C+\frac{1}{r+i\omega L+1/Y_d}=0. \tag{25}$$

The real part fixes $\omega$, and the imaginary part then fixes $C$. For $r=L=0$, multiplication by $Y-aV$ gives

$$(G_L+g+i\omega C)(Y-aV)+a(I+gV)=0. \tag{26}$$

With the lumped $Y$, the imaginary part is $\omega[(G_L+g)K-C(aV-\Gamma)]=0$, which is (10) again.

Two thermal corrections follow from the heat equation. Let $c$ be heat capacity per volume and $\kappa_h$ thermal conductivity. For a uniformly heated film with faces held at $T_0$, $i\omega c\theta=\kappa_h\theta''+p$, where $p$ is the power per volume. The solution vanishing at $z=\pm d/2$ is

$$\theta=\frac{p}{i\omega c}\left[1-\frac{\cosh qz}{\cosh(qd/2)}\right],\qquad q^2=\frac{i\omega c}{\kappa_h}.$$

Averaging over $z$ and writing $x=qd/2$ gives

$$Y_{\rm film}=\frac{i\omega K}{1-\tanh x/x},\qquad x^2=\frac{3i\omega K}{\Gamma}. \tag{27}$$

The second relation matches the static loss, since $1-\tanh x/x\to x^2/3$ for small $x$. If the current responds to the mean temperature, $C_c$ rises by about 22%. That assumption is crude for a film with cold faces, because the layers conduct in series and the cold ones take more of the field and of the heating. Applying (20) locally, at the same mean temperature, thermal conductivity and load, gives $V\approx1.07$ V, $R_d\approx-150\ \Omega$ and $C_c\approx3.8$ pF, nearly twice the lumped value.

For oxide cladding around the side wall, treated as a flat half-space, $\theta\propto e^{-qy}$ with $q$ formed from the cladding's constants. The heat flux into it is $\kappa_hq\theta$, which adds $S\sqrt{i\omega\kappa_hc}$ to the lumped $Y$, where $S$ is the side area. Rough silica values, 1.4 W/(m K) and 1.6 J/(cm³ K), raise $C_c$ by about 49%; the curvature of the side wall changes this to about 55%. The estimate neglects heat flow from the cladding into the electrodes. At $\omega_c$ heat diffuses about $\sqrt{2\kappa_h/(\omega_c c)}\approx35$ nm into silica, more than the film thickness, so electrodes held at $T_0$ matter. They give the cladding a static loss of roughly 3 μW/K for a parabolic wall temperature, about three quarters of $\Gamma$. If $R_{th}$ already contains this loss, the remaining correction is only about 5%. If the loss comes on top of $\Gamma$, it removes most of $aV-\Gamma$, and the operating point and $C_c$ must be recomputed.

At the same device voltage and temperature, 20 Ω of electrode resistance raises $C_c$ by about 10%, while 1 nH of lead inductance lowers it by 0.2%. If the loss is nonlinear, its local slope replaces $\Gamma$ in (10); a slope 10% steeper raises $C_c$ by about 12%. The film's own capacitance, 0.19 fF, is negligible. The equilibrium estimate of temperature fluctuations, $\sqrt{kT^2/K}=0.035$ K, is also small, but it does not hold near $C_c$, where the damping vanishes and fluctuations grow.

For a real niobium dioxide device, 2 pF is therefore a rough size, probably an underestimate for a uniformly conducting film with this cladding. The corrections were evaluated separately, not in combination. The film-profile estimate assigns all of $R_{th}$ to the film. This implies $\kappa_h=\Gamma d/(12S_f)\approx0.32$ W/(m K), with $S_f$ the film area, a low value for an oxide; interfaces and electrodes would carry part of the resistance in a real stack. Real devices can also break the assumption of uniform current by forming a filament. If half the area conducts at the same local voltage and temperature, and $K,\Gamma,g,a$ all scale with area, the runaway time is unchanged but $g$ halves. Then $C_c=0.784\ \text{ns}\times(0.667+0.948)\ \text{mS}\approx1.3$ pF at the same $R_L$. Lateral heat spreading would alter that scaling. The peak of 931 K at $1.5\,C_c$ is about 0.85 of the rough 1100 K metal–insulator transition, which (20) does not contain; larger cycles need a separate check.

Within the lumped model and at this operating point, a total parallel capacitance below 1.48 pF prevents the instability for every load satisfying (9). This is stability against small disturbances. For loads between 250 and about 338 Ω the load line meets the static curve three times, and a large disturbance can still move the switch to a cold state, near 370 K for 300 Ω. An oscillator that must start by itself from this operating point needs $C>C_c$ for its actual load. Moving the operating point changes both requirements. The remaining values are in the numerical output.

## Table of computed values

```
film thickness, diameter: 30, 200 nm
conductivity prefactor: 1000 S/cm
activation energy: 0.30 eV; permittivity: 20
heat capacity per volume: 3.0 J/(cm3 K)
thermal resistance: 2.50e+05 K/W; ambient: 300 K
G0: 104.72 mS; beta: 0.09798 eV/V^0.5
heat capacity K: 2.8274 fJ/K
heat loss Gam: 4.000 uW/K; K/Gam: 0.7069 ns
threshold: 1.1276 V at 355.6 K
operating T: 500 K; V: 0.9422 V; I: 0.8491 mA
field at operating point: 0.314 MV/cm
barrier lowering there: 0.0951 eV
load: 1500 ohm; source: 2.2158 V
G_L: 0.6667 mS; g: 1.8957 mS
a: 8.0752 uA/K; a V: 7.6086 uW/K
a V - Gam: 3.6086 uW/K
runaway time K/(aV-Gam): 0.7835 ns
G_d: -4.0012 mS; R_d: -249.9 ohm
largest |R_d| on curve to 1200 K: 338.3 ohm
CRITICAL CAPACITANCE: 2.0076 pF
Hopf omega: 1.4560 rad/ns; f: 231.7 MHz
crossing speed: 0.3179 per ns per pF
C_c, current-source limit: 1.4853 pF
C_c, limit R_L=|R_d|: 4.6203 pF
worst relative error, C_c: 1.5e-09; omega: 2.3e-09
closed orbit 1 K: C/C_c-1 = 9.8096e-06
closed orbit 2 K: C/C_c-1 = 3.9079e-05
ratio of shifts: 3.984; onset: soft
orbits extrapolated to zero: C/C_c-1 = 5.3e-08
peak-to-peak swings after long runs:
 C/C_c 0.80, start 1 K off: 0.0000 K, 0.00000 V
 C/C_c 0.98, start on large cycle: 0.0165 K, 0.00003 V
 C/C_c 1.02, start 1 K off: 119.9206 K, 0.24460 V
 C/C_c 1.50, start 1 K off: 591.7663 K, 0.87211 V
at 1.50 C_c: T from 338.9 to 930.7 K
at 1.50 C_c: V from 0.4350 to 1.3071 V
at 1.50 C_c: period 5.959 ns
Hopf period: 4.315 ns
changes of C_c from neglected effects (rough inputs):
 temperature profile in film: +21.5 %
 heat stored in silica cladding: +48.7 %
 electrode resistance 20 ohm: +9.8 %
 lead inductance 1 nH: -0.18 %
 heat-loss slope 10 % steeper: +12.5 %
film's own capacitance: 0.185 fF
thermal fluctuation of T: 0.0349 K
peak T / rough transition 1100 K: 0.85
```
